# Strain from 90 Degree Switching Compared with Intrinsic Piezoelectric Strain: a numerical check

```python
"""
Result under test: complete 90 degree switching of a tetragonal ferroelectric
gives the strain S0 = (Q11-Q12) Ps^2, here 1 percent, while the intrinsic
piezoelectric strain is d33 E, here 0.01 percent; their ratio is
(1-Q12/Q11) Ps / (2 eps E).

Symbols (SI units): Ps spontaneous polarization, Q11 and Q12 electrostrictive
coefficients, eps = dP3/dE3 of the c state, E field along axis 3,
stress = magnitude of a compressive stress along axis 3,
beta = fourth-order Landau coefficient, g = cross coupling divided by beta.
An a domain has P along axis 1, a c domain has P along axis 3.
The formulas are compared with numerically located wells of a
three-component Landau energy and with a direct average over grains.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq, root

# Chosen round model parameters
Ps = 0.25
S0 = 0.01
q_ratio = -1.0 / 3.0
d33 = 100e-12
E = 1.0e6
g = 5.0 / 3.0

# Material coefficients that follow from them
Q11 = S0 / ((1 - q_ratio) * Ps**2)
Q12 = q_ratio * Q11
eps = d33 / (2 * Q11 * Ps)
beta = 1 / (2 * eps * Ps**2)
eps_a = 2 * eps / (g - 1)
energy_unit = beta * Ps**4
Q_axis3 = np.array([Q12, Q12, Q11])


def strain33(p):
    """Strain along axis 3; p is the polarization divided by Ps."""
    return Ps**2 * np.dot(Q_axis3, p**2)


def energy(p, field, stress):
    """Landau energy density in units of beta*Ps^4."""
    s = p**2
    cross = s[0] * s[1] + s[1] * s[2] + s[2] * s[0]
    landau = np.sum(-s / 2 + s**2 / 4) + g * cross / 2
    return landau + (-field * Ps * p[2] + stress * strain33(p)) / energy_unit


def gradient(p, field, stress):
    s = p**2
    grad = -p + p**3 + g * p * (np.sum(s) - s)
    grad = grad + 2 * stress * Ps**2 * Q_axis3 * p / energy_unit
    grad[2] -= field * Ps / energy_unit
    return grad


def well(start, field=0.0, stress=0.0):
    """Stationary point near start, verified to be a minimum."""
    sol = root(gradient, start, args=(field, stress), tol=1e-13)
    p = sol.x
    assert np.max(np.abs(gradient(p, field, stress))) < 1e-10
    h = 1e-5
    hess = np.array([(gradient(p + h * v, field, stress)
                      - gradient(p - h * v, field, stress)) / (2 * h)
                     for v in np.eye(3)])
    assert np.min(np.linalg.eigvalsh((hess + hess.T) / 2)) > 0
    return p


A_START = np.array([1.0, 0.0, 0.01])
C_START = np.array([0.0, 0.0, 1.0])

# The coded gradient must belong to the coded energy
p_test = np.array([0.7, -0.3, 0.5])
h = 1e-5
numeric_grad = np.array([(energy(p_test + h * v, E, 2e7)
                          - energy(p_test - h * v, E, 2e7)) / (2 * h)
                         for v in np.eye(3)])
assert np.allclose(numeric_grad, gradient(p_test, E, 2e7), atol=1e-8)

# Strains of the two domain states, without and with field
a0, c0 = well(A_START), well(C_START)
aE, cE = well(A_START, E), well(C_START, E)
switch_strain = strain33(c0) - strain33(a0)
intrinsic_linear = d33 * E
intrinsic_landau = strain33(cE) - strain33(c0)
a_strain = strain33(aE) - strain33(a0)
a_strain_formula = (Q11 - g * Q12) * (eps_a * E)**2
assert abs(switch_strain / S0 - 1) < 1e-8

# Piezoelectric coefficient from finite differences of the equilibrium strain
dE = 1e4
d33_numeric = (strain33(well(C_START, dE))
               - strain33(well(C_START, -dE))) / (2 * dE)
assert abs(d33_numeric / d33 - 1) < 1e-4
d33_a = (strain33(well(A_START, dE))
         - strain33(well(A_START, -dE))) / (2 * dE)
assert abs(d33_a) < 1e-4 * d33

# Nonlinear correction, and quadratic strain of the a domain
assert abs(intrinsic_landau / (intrinsic_linear / cE[2]) - 1) < 1e-6
assert abs(a_strain / a_strain_formula - 1) < 0.01  # higher orders in E

# Ratio: linear formula against the nonlinear wells
ratio = (1 - q_ratio) * Ps / (2 * eps * E)
ratio_landau = switch_strain / intrinsic_landau
assert abs(ratio_landau / ratio - 1) < 0.01  # relative size of eps*E/Ps

# Field at which the intrinsic strain alone would reach S0
field_formula = S0 / d33 * np.sqrt(2 - q_ratio)
field_numeric = brentq(
    lambda f: strain33(well(np.array([0, 0, 1.4]), f)) - strain33(c0) - S0,
    5e7, 3e8, xtol=1.0)
assert abs(field_numeric / field_formula - 1) < 1e-6

# Compressive stress at which a and c domains have equal energy in field E
stress_formula = Ps * E / S0


def energy_difference(stress):
    a = well(A_START, E, stress)
    c = well(C_START, E, stress)
    return energy(c, E, stress) - energy(a, E, stress)


stress_numeric = brentq(energy_difference, 5e6, 6e7, xtol=1.0)
assert energy_difference(0.0) < 0
# The leading-order formula omits induced polarization, about one percent
assert abs(stress_numeric / stress_formula - 1) < 0.02

# Ceramic: field directions uniformly distributed in the crystal frame
n_u, n_phi = 500, 1000
u = -1 + (np.arange(n_u) + 0.5) * 2 / n_u
phi = (np.arange(n_phi) + 0.5) * 2 * np.pi / n_phi
U, PHI = np.meshgrid(u, phi, indexing="ij")
rho = np.sqrt(1 - U**2)
direction = np.array([rho * np.cos(PHI), rho * np.sin(PHI), U])
variants = []
for k in range(3):
    diagonal = np.full(3, Q12 * Ps**2)
    diagonal[k] = Q11 * Ps**2
    variants.append(np.tensordot(diagonal, direction**2, axes=1))
variants = np.array(variants)
nearest = np.argmax(np.abs(direction), axis=0)
poled = np.take_along_axis(variants, nearest[None], axis=0)[0]
ceramic_numeric = np.mean(poled - np.mean(variants, axis=0))
ceramic_factor = 2 / (np.sqrt(3) * np.pi)
ceramic_strain = ceramic_factor * S0
assert abs(ceramic_numeric / ceramic_strain - 1) < 1e-4
mean_max = np.mean(np.max(direction**2, axis=0))

c_over_a = (1 + Q11 * Ps**2) / (1 + Q12 * Ps**2)
equal_fraction = intrinsic_linear / S0

print("INPUTS")
print(f"spontaneous polarization Ps = {Ps:.3f} C/m^2")
print(f"spontaneous strain difference S0 = {100*S0:.3f} percent")
print(f"ratio Q12/Q11 = {q_ratio:.4f}")
print(f"d33 = {d33*1e12:.1f} pm/V")
print(f"field E = {E/1e6:.2f} MV/m")
print(f"cross coupling ratio g = {g:.4f}")
print("DERIVED COEFFICIENTS")
print(f"Q11 = {Q11:.4f} m^4/C^2")
print(f"Q12 = {Q12:.4f} m^4/C^2")
print(f"eps of c state = {eps:.4e} F/m")
print(f"eps/epsilon_0 = {eps/epsilon_0:.1f}")
print(f"transverse eps_a = {eps_a:.4e} F/m")
print(f"Landau beta = {beta:.4e} V m^5/C^3")
print(f"c/a - 1 = {100*(c_over_a-1):.4f} percent")
print("STRAINS")
print(f"switching strain from wells = {100*switch_strain:.4f} percent")
print(f"intrinsic strain d33*E = {100*intrinsic_linear:.5f} percent")
print(f"intrinsic strain, Landau = {100*intrinsic_landau:.5f} percent")
print(f"d33 from finite difference = {d33_numeric*1e12:.3f} pm/V")
print(f"induced polarization eps*E = {eps*E:.4e} C/m^2")
print(f"eps*E/Ps = {100*eps*E/Ps:.3f} percent")
print(f"P/Ps of c state in field = {cE[2]:.5f}")
print(f"a-domain strain in field = {100*a_strain:.6f} percent")
print(f"a-domain strain, formula = {100*a_strain_formula:.6f} percent")
total = strain33(cE) - strain33(a0)
print(f"a without field to c in field = {100*total:.4f} percent")
print("COMPARISON")
print(f"ratio, linear formula = {ratio:.2f}")
print(f"ratio, Landau wells = {ratio_landau:.2f}")
print(f"switched fraction matching d33*E = {100*equal_fraction:.3f} percent")
print(f"S0/E, not a d33 = {S0/E*1e12:.0f} pm/V")
print(f"field for intrinsic S0, linear = {S0/d33/1e6:.1f} MV/m")
print(f"field for intrinsic S0, Landau = {field_numeric/1e6:.1f} MV/m")
print("BREAK-EVEN COMPRESSION")
print(f"electric energy gain Ps*E = {Ps*E:.4e} J/m^3")
print(f"stress Ps*E/S0 = {stress_formula/1e6:.2f} MPa")
print(f"stress from Landau wells = {stress_numeric/1e6:.2f} MPa")
print("CERAMIC WITH INDEPENDENT GRAINS")
print(f"mean of largest squared cosine = {mean_max:.4f}")
print(f"factor 2/(sqrt(3)*pi) = {ceramic_factor:.4f}")
print(f"factor from grain average = {ceramic_numeric/S0:.4f}")
print(f"ceramic switching strain = {100*ceramic_strain:.4f} percent")
print(f"ceramic ratio to d33*E = {ceramic_strain/intrinsic_linear:.2f}")
print("all assertions hold")
```

Running it gives:

```
INPUTS
spontaneous polarization Ps = 0.250 C/m^2
spontaneous strain difference S0 = 1.000 percent
ratio Q12/Q11 = -0.3333
d33 = 100.0 pm/V
field E = 1.00 MV/m
cross coupling ratio g = 1.6667
DERIVED COEFFICIENTS
Q11 = 0.1200 m^4/C^2
Q12 = -0.0400 m^4/C^2
eps of c state = 1.6667e-09 F/m
eps/epsilon_0 = 188.2
transverse eps_a = 5.0000e-09 F/m
Landau beta = 4.8000e+09 V m^5/C^3
c/a - 1 = 1.0025 percent
STRAINS
switching strain from wells = 1.0000 percent
intrinsic strain d33*E = 0.01000 percent
intrinsic strain, Landau = 0.00993 percent
d33 from finite difference = 100.000 pm/V
induced polarization eps*E = 1.6667e-03 C/m^2
eps*E/Ps = 0.667 percent
P/Ps of c state in field = 1.00660
a-domain strain in field = 0.000468 percent
a-domain strain, formula = 0.000467 percent
a without field to c in field = 1.0099 percent
COMPARISON
ratio, linear formula = 100.00
ratio, Landau wells = 100.66
switched fraction matching d33*E = 1.000 percent
S0/E, not a d33 = 10000 pm/V
field for intrinsic S0, linear = 100.0 MV/m
field for intrinsic S0, Landau = 152.8 MV/m
BREAK-EVEN COMPRESSION
electric energy gain Ps*E = 2.5000e+05 J/m^3
stress Ps*E/S0 = 25.00 MPa
stress from Landau wells = 24.76 MPa
CERAMIC WITH INDEPENDENT GRAINS
mean of largest squared cosine = 0.7009
factor 2/(sqrt(3)*pi) = 0.3676
factor from grain average = 0.3676
ceramic switching strain = 0.3676 percent
ceramic ratio to d33*E = 36.76
all assertions hold
```
